\section*{Kinked partial waves, kink cancellation and the screened KKR equation, part 2}

We seek the Bloch states of $H=-\tfrac12\nabla^2+\sum_T v(|\mathbf r-\mathbf T|)$ in Hartree atomic units, with cell volume $\Omega$ and nearest-neighbour distance $d$. The spherical well $v$ vanishes for $r>s$, $s<d$; hard spheres of radius $a\le s$, $2a<d$, are a device, not part of $H$. Channels $L=(l,m)$ with $l\le l_{\max}$ are active, the others high; matrices act on active channels. $Y_L$ are real spherical harmonics, $\mathcal Y_L=r^lY_L$, $\kappa^2=2\varepsilon$, and $\kappa=i\gamma$ for $\varepsilon<0$. The free solutions $J_l(r)=\kappa^{-l}j_l(\kappa r)$, $N_l(r)=\kappa^{l+1}n_l(\kappa r)$ (without argument: values at $a$) obey
\begin{equation}
r^2\,(J_lN_l'-J_l'N_l)=1. \label{W}
\end{equation}
Outside the well the regular solution is $\propto J_l-\tau_lN_l$, $\tau_l=\tan\eta_l/\kappa^{2l+1}$. The hard sphere has $\alpha_l=J_l/N_l=\tan\eta^{\rm hs}_l/\kappa^{2l+1}$, and $\tan\eta^\alpha=\tan\eta-\tan\eta^{\rm hs}$. The Bloch sum of $H_L=N_L-i\kappa^{2l+1}J_L$, $H_0=-e^{i\kappa r}/r$, is
\begin{equation}
\chi_L=N_L+\sum_{L'}J_{L'}B_{L'L},\qquad B_{L'L}=\sum_{T\ne0}e^{i\mathbf k\cdot\mathbf T}b_{L'L}(-\mathbf T)-i\kappa^{2l+1}\delta_{L'L} .
\label{B}
\end{equation}
with $b_{L'L}(\mathbf d)=4\pi(-1)^l\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)H_0(|\mathbf d|)$. Near $\varepsilon=q^2/2$, $\mathbf q=\mathbf k+\mathbf G$,
\begin{equation}
B\simeq\frac{w\,w^\dagger}{\kappa^2-q^2},\qquad w_L=\frac{4\pi}{\sqrt\Omega}\,i^l\mathcal Y_L(\mathbf q),
\label{pole}
\end{equation}
For $2s\le d$ and $\tau_l=0$ in high channels, eigenstates, $\sum_Lc_L\chi_L$ between the wells, obey bare KKR:
\begin{equation}
(1+\tau B)\,c=0,\qquad\text{or}\qquad(B+\tau^{-1})\,c=0\ \text{ where }\tau_l\neq0. \label{kkr}
\end{equation}
Screened waves $\psi_L=\sum_{L''}\chi_{L''}M_{L''L}$, $M=(B+\alpha^{-1})^{-1}J^{-1}$, have active projections $\delta_{L'L}$ and slopes $S_{L'L}/a$ at $a$; with $D^J=aJ'/J$,
\begin{equation}
aS=aD^J+J^{-1}(B+\alpha^{-1})^{-1}J^{-1}=aD^J+(JBJ+JN)^{-1}. \label{S}
\end{equation}
$\psi^c_L$ lacks the active components inside hard spheres. The regular solution $\phi_l$ in the well and its free continuation $\phi^\circ_l$ inward from $s$ are scaled to $\phi^\circ_l(a)=1$; $D_l=a\phi^{\circ\prime}_l(a)$. $\Phi_L$ is $\psi^c_L$ plus the Bloch sum of $[\phi_l\,\theta(r<s)-\phi^\circ_l\,\theta(a<r<s)]Y_L$. $\Psi=\sum_L\Phi_Lu_L$ is smooth if and only if
\begin{equation}
K(\varepsilon,\mathbf k)\,u=0. \label{kc}
\end{equation}
Here $K=a(S-D)$. The active projection of $\psi-\phi^\circ Y$ is $gK/a$, with $g$ free, $g(a)=0$, $g'(a)=1/a$. With $B^\alpha=B(1+\alpha B)^{-1}$, the second form being screened KKR,
\begin{equation}
K=J^{-1}\big[(B+\alpha^{-1})^{-1}-(\alpha^{-1}-\tau^{-1})^{-1}\big]J^{-1}. \label{K1}
\end{equation}
\begin{equation}
K=-N^{-1}\big[B^\alpha+(\tau-\alpha)^{-1}\big]N^{-1}. \label{main}
\end{equation}
Let $\Psi_0$ be the true eigenstate, with energy $\varepsilon_0$. Without overlap, truncation at $l_{\max}$ puts the root for an attractive well above $\varepsilon_0$ (part (d)). Overlap contributes to $\varepsilon_0-\varepsilon$
\begin{equation}
\Delta_{\rm lens}=\frac{1}{\langle\Psi_0|\Psi\rangle}\int_{r<s}\Psi_0^*\sum_{T\neq0}v_T\,(\phi-\phi^\circ)_0\,d^3r .
\label{lens}
\end{equation}
where $(\phi-\phi^\circ)_0=\sum_L(\phi_l-\phi^\circ_l)Y_Lu_L$.

\section*{(f) Roots, poles and range}

\emph{Relate the roots of $\det K$ to those of (\ref{kkr}), classify the singularities of $K$, and treat the empty lattice.}

\paragraph{Solution.} Put $P=B+\alpha^{-1}$ and $Q=\alpha^{-1}-\tau^{-1}$. Then $P^{-1}-Q^{-1}=P^{-1}(Q-P)Q^{-1}$ and $Q-P=-(B+\tau^{-1})$, so
\begin{equation}
K=-J^{-1}P^{-1}(B+\tau^{-1})\,Q^{-1}J^{-1}.
\end{equation}
Where $B$, $\tau^{-1}$ are finite and $J$, $P$, $Q$ finite and invertible, $\det K=0$ if and only if $\det(B+\tau^{-1})=0$. The roots then do not depend on $a$, and every eigenstate of (a) is found. By (\ref{K1}), $Ku=0$ means $Q^{-1}J^{-1}u=P^{-1}J^{-1}u=Mu$, so $c=Mu$.

$K$ has two kinds of pole. At $\tau_l=\alpha_l$ the unnormalised $\phi^\circ_l$ vanishes at $a$ and $D_l$ diverges. At $\det P=0$ some $c\neq0$ has $(N+JB)c=0$: a free Bloch wave with vanishing active projections, a level of the hard-sphere crystal. At such energies (\ref{kc}) is not defined and $a$ must be changed. A zero of $N_l(a)$ is harmless, as the last form of (\ref{S}) stays finite. At a zero of $J_l(a)$, $\alpha_l=0$ and $N_l(a)\ne0$ by (\ref{W}), so (\ref{main}) stays finite.

Near a free-electron energy, (\ref{pole}) gives $A\equiv JBJ+JN=A_0+yy^\dagger/\delta$ with $y=Jw$, $\delta=\kappa^2-q^2$ and $A_0$ regular, assumed invertible. Trying $x=\beta A_0^{-1}y$ in $Ax=y$ gives $\beta(1+\mu/\delta)=1$ with $\mu=y^\dagger A_0^{-1}y$, so $A^{-1}y=\delta\,A_0^{-1}y/(\delta+\mu)$. For any $z$, $Ax=z$ is solved by $x=A_0^{-1}z-A_0^{-1}y\,(y^\dagger A_0^{-1}z)/(\delta+\mu)$. For $\mu\neq0$, $S$ is finite at the pole of $B$, and $A^{-1}y\to0$. In the empty lattice $\tau=0$, $D=D^J$ and $K=A^{-1}$, which is invertible where $B$ is finite and annihilates $y$ at $\delta=0$. Its zeros are the free-electron energies, at which (\ref{kkr}) is not defined.

The same fact bears on the range of $S$. With $S(\mathbf k)=\sum_Te^{i\mathbf k\cdot\mathbf T}S_{0T}$, the real-space elements are Fourier coefficients. At an energy where no hard-sphere level exists for any real $\mathbf k$, $S(\mathbf k)$ is analytic near real $\mathbf k$, and shifting the contour into the complex plane shows exponential decay of $S_{0T}$. For the bare elements at $\varepsilon>0$, each gradient acting on $H_0$ at large distance gives $i\kappa$ times the unit vector along the bond, so the leading term is proportional to $Y_{L'}Y_L$ in that direction and falls as $1/T$, like $H_0$. Elements for which this product vanishes fall faster.

\section*{(g) Normalisation}

\emph{For $2s\le d$, express the norm per cell of $\Psi$ at a root through $\dot K=\partial K/\partial\varepsilon$.}

\paragraph{Solution.} If $(H-\varepsilon)F=0$ for a family $F(\varepsilon)$, then $(H-\varepsilon)\dot F=F$, and Green's theorem gives $\int|F|^2=-\tfrac12\oint(F^*\partial_n\dot F-\dot F\partial_nF^*)$ with outward normal. Radially, with $W[F](r)=r^2(F\dot F'-\dot FF')$,
\begin{equation}
\int_0^s\!\phi^2r^2dr=-\tfrac12W[\phi](s),\qquad\int_a^s\!\phi^{\circ2}r^2dr=-\tfrac12W[\phi^\circ](s)+\tfrac12W[\phi^\circ](a).
\end{equation}
Values and slopes match at $s$ for every energy, so the terms at $s$ are equal. At $a$, $\phi^\circ=1$, $\dot\phi^\circ=0$ and $\dot\phi^{\circ\prime}=\dot D/a$, so the difference of the integrals is $-\tfrac12a\dot D$. For $\psi u$ at fixed $u$, integrate over the cell outside the hard sphere. Opposite cell faces cancel by the Bloch condition. On the sphere the normal points inward, which reverses the sign; the active projections have value $u$, zero energy derivative and slope derivative $\dot Su/a$, and give $+\tfrac12a\,u^\dagger\dot Su$. The high surface terms cancel against those from the high components inside the sphere, which are smooth across $a$. Hence $\int|\psi^cu|^2=\tfrac12a\,u^\dagger\dot Su$. At a root, $\Psi$ differs from $\psi^cu$ in that its active part is $\phi u$ in place of $\phi^\circ u$ in the shell and of zero inside $a$, and channels are orthogonal within the sphere, so
\begin{equation}
\langle\Psi|\Psi\rangle=\tfrac12a\,u^\dagger(\dot S-\dot D)u=\tfrac12u^\dagger\dot Ku. \label{norm}
\end{equation}
The vanishing eigenvalue of $K$ therefore crosses zero upward.

\section*{(h) A model crystal}

\emph{Take an fcc lattice of constant $7$ bohr, $v=-V_0(1-r^2/s^2)^2$ with $V_0=2$ Ha, $s=2.4$ bohr, $a=1.9$ bohr, and $\mathbf k=(2\pi/7\,\mathrm{bohr})(0.5,0.3,0.1)$. Check the ingredients by hand and read the numerical output given after the text.}

\paragraph{Solution.} Half the neighbour distance is $2.4749$ bohr, so the wells do not overlap. $B$ was evaluated by Ewald summation, tested against the direct sum (\ref{B}) at $-0.5$ Ha. The reference is diagonalisation of $H$ in $1444$ plane waves, which omits wave numbers above $10$ bohr$^{-1}$ and is an upper bound to the levels of the model.

At the lowest root, $\varepsilon=-0.48714$ Ha, $\gamma=\sqrt{0.97428}=0.98706$ bohr$^{-1}$ and $\gamma a=1.8754$. Then $J_0=\sinh(1.8754)/1.8754=3.185/1.8754=1.698$ and $N_0=-\cosh(1.8754)/1.9=-1.757$ bohr$^{-1}$, as printed, and $\alpha_0=1.69835/(-1.75705)=-0.96659$ bohr. From $S_{ss}=-2.80106$ and $D_0=-2.58983$,
\begin{equation}
K_{ss}=1.9\,(-2.80106+2.58983)=-0.4013\ \text{bohr}.
\end{equation}
In (\ref{main}), $\tau_0-\alpha_0=-1.01704+0.96659=-0.05045$ bohr has the inverse $-19.8$ bohr$^{-1}$, so $B^\alpha_{ss}=0.40135\times1.75705^2+19.8=21.1$ bohr$^{-1}$. In the $s$ channel the two terms of (\ref{main}) thus cancel to about $6\,\%$, and the coupling to the other channels makes up the rest. The $s$ channel holds $0.948$ of $u^\dagger u$, with $0.045$ in $p$. One eigenvalue of $K$ is zero to rounding and the next are $-6.51$ and $-7.34$ bohr.

Between $-1$ and $0.6$ Ha, $\det K$ at $l_{\max}=6$ has four roots, $-0.487142$, $0.170616$, $0.390437$ and $0.514016$ Ha ($-13.256$, $4.643$, $10.624$, $13.987$ eV), as many as there are plane-wave levels. They lie above those levels by $0.75$ to $3.1\times10^{-7}$ Ha. Bare KKR and $a=2.2$ bohr reproduce them within the tested $10^{-9}$ Ha. For band 1 the root minus the plane-wave level is $6.1\times10^{-5}$, $4.9\times10^{-6}$, $1.9\times10^{-7}$ Ha at $l_{\max}=2,4,6$, and for band 2 it is $6.0\times10^{-4}$, $1.1\times10^{-5}$, $7.5\times10^{-8}$ Ha, with the positive sign found in (d). Because the plane-wave levels are upper bounds, these differences are lower bounds to the truncation error. Extending the basis from $10$ to $18$ bohr$^{-1}$ in second order lowers the four levels by $1.4$ to $5.0\times10^{-8}$ Ha, so at $l_{\max}=6$ the truncation error is about $2.0\times10^{-7}$ Ha for band 1 and $1.2\times10^{-7}$ Ha for band 2; at $l_{\max}=2$ and $4$ the shift is below the digits shown. With (\ref{norm}), equal to $11.217$ bohr$^3$ for band 1 at $u^\dagger u=1$, $|\Psi(0)|^2=0.14304$ bohr$^{-3}$ against $0.14303$ from plane waves.

At the top root $\kappa a=1.01392\times1.9=1.9264>\pi/2$, and $\tan\eta^{\rm hs}_0=-\tan\kappa a=2.692$. The zero of $N_0(a)$, at $\varepsilon=\pi^2/8a^2=0.342$ Ha, lies inside the scanned window, and the root count is unaffected, as (f) requires. The window also holds a pole of $D_0$, near $-0.05$ Ha, where $\tau_0=\alpha_0$ and $\det K$ changes sign through infinity; the roots were counted with this pole removed, by multiplying $K$ by the unnormalised values $\phi^\circ_l(a)$. For $l=0$, $\tan\eta^\alpha=-18.232-2.692=-20.924$. For $l=3$, $\tan\eta^\alpha=0.0052+0.0332=0.0384$ comes mostly from the hard sphere.

The construction was also tested from its definition at $l_{\max}=3$, with $\psi$ summed over $887$ sites and projected by quadrature, and $\phi$, $\phi^\circ$ integrated numerically. The finite-difference kinks differ from (\ref{main}) by at most $3.5\times10^{-6}$ bohr. At $r=2.2$ bohr the projection of $\psi-\phi^\circ Y$ reaches $1.07$, equals $gK/a$ to $7\times10^{-11}$, and drops to $5\times10^{-11}$ on the null vector. For $V_0=0$ and $l_{\max}=4$ the zeros of $K$, $0.140994$, $0.624404$ and $0.785540$ Ha, match $|\mathbf k+\mathbf G|^2/2$ within the tested $10^{-7}$ Ha.

Inversion on a cluster of $135$ sites at $0.2$ Ha, $l_{\max}=2$, reproduces $aS(\mathbf k)$ to $7.2\times10^{-4}$ bohr. From $4.950$ to $9.899$ bohr the block norm of $aS$ falls from $1.851$ to $0.0305$ bohr, a ratio of $0.016$, and that of the bare $JbJ$ from $0.2138$ to $0.1021$ bohr$^{-1}$, a ratio of $0.48$. The fall is not monotonic: the block at $8.573$ bohr, $0.0266$ bohr, is smaller than the one at $9.899$ bohr. The latter site lies at twice a neighbour vector; the cause of the ordering was not examined.

For overlapping wells, $s=3.2$ bohr and $a=1.7$ bohr, $2s/d-1=29.3\,\%$. Plane waves (cutoff $8$ bohr$^{-1}$) give $-0.839457$ Ha, and the roots at $l_{\max}=5,6,8$ are $-0.840135$, $-0.840348$, $-0.840475$ Ha. Over these three values, raising $l_{\max}$ moves the root away from the reference. The sign of the truncation term was derived in (d) only without overlap, and the two terms were not evaluated separately as functions of $l_{\max}$, so this drift is reported as observed. At $l_{\max}=8$ the gap is $1.018\times10^{-3}$ Ha, and (\ref{lens}), with $\Psi_0$ normalised per cell and $\langle\Psi_0|\Psi\rangle$ estimated as $\Psi(0)/\Psi_0(0)$, gives $1.025\times10^{-3}$ Ha. The root still moved by $1.27\times10^{-4}$ Ha from $l_{\max}=6$ to $8$, about $12\,\%$ of the gap, so the agreement was tested to $15\,\%$ of the gap and the closer match is not an accuracy claim.

\section*{Table of computed values}
\begin{verbatim}
fcc constant 7.0 bohr, cell volume 85.75 bohr^3, half nn distance 2.4749 bohr
V0 = 2.0 Ha, s = 2.4 bohr, a = 1.9 bohr, k = (2pi/alat)(0.5,0.3,0.1), k^2/2 = 0.140994 Ha
Ewald vs direct sum, lmax=8, eps=-0.5 Ha: max diff of J B J = 5.5e-14 1/bohr
a(S-D) vs screened KKR form, eps=-0.6,0.1,0.5 Ha: rel diff 1.0e-15
plane waves: cutoff 10 1/bohr, 1444 waves; 4 bands in (-1, 0.6) Ha; lmax=6
band 1: kink -0.4871423 Ha (-13.2558 eV), PW -0.4871425 Ha, diff 1.9e-07 Ha
   bare -0.4871423, a=2.2 -0.4871423 Ha; |Psi(0)|^2 0.14304, PW 0.14303 bohr^-3
   (1/2)v+Kdot v = 11.21664 bohr^3; |v|^2 in l=0..3: 0.94781 0.04467 0.00643 0.00085
band 2: kink 0.1706157 Ha (4.6427 eV), PW 0.1706157 Ha, diff 7.5e-08 Ha
   bare 0.1706157, a=2.2 0.1706157 Ha; |Psi(0)|^2 0.03470, PW 0.03470 bohr^-3
band 3: kink 0.3904368 Ha (10.6243 eV), PW 0.3904366 Ha, diff 2.1e-07 Ha
   bare 0.3904368, a=2.2 0.3904368 Ha; |Psi(0)|^2 0.00527, PW 0.00527 bohr^-3
band 4: kink 0.5140155 Ha (13.9871 eV), PW 0.5140152 Ha, diff 3.1e-07 Ha
   bare 0.5140155, a=2.2 0.5140155 Ha; |Psi(0)|^2 0.00340, PW 0.00340 bohr^-3
band 1 error vs PW: lmax=2 6.12e-05, lmax=4 4.90e-06, lmax=6 1.90e-07 Ha
band 2 error vs PW: lmax=2 6.00e-04, lmax=4 1.07e-05, lmax=6 7.49e-08 Ha
ingredients at band 1 (J, N, tau, alpha in powers of bohr)
 l=0: J(a)=1.69835 N(a)=-1.75705 alpha=-0.96659 tau=-1.01704 D=-2.58983
 l=1: J(a)=0.88597 N(a)=0.72991 alpha=1.21380 tau=0.72136 D=0.44995
 l=2: J(a)=0.30736 N(a)=-0.55937 alpha=-0.54947 tau=0.20862 D=1.63431
 S_ss=-2.80106, K_ss=-0.40135 bohr; smallest K eigenvalues (bohr): -1.95e-13 -6.51 -7.34
phase shifts at top band, kappa = 1.01392 1/bohr
 l=0: tan eta=-18.23229 tan alpha=2.69220 tan eta^alpha=-20.92449 D=3.42701
 l=1: tan eta=4.53714 tan alpha=-1.10326 tan eta^alpha=5.64040 D=-2.28997
 l=2: tan eta=0.10170 tan alpha=-0.23753 tan eta^alpha=0.33923 D=0.39181
 l=3: tan eta=0.00522 tan alpha=-0.03316 tan eta^alpha=0.03838 D=1.80214
direct construction, lmax=3, eps=-0.4871288 Ha, 887 sites
 max|psi(a)-delta|=4.5e-11; max|kink - screened KKR|=3.5e-06 bohr
 r=2.2 bohr: max|psi-phi0|=1.0734, minus gK/a 7.1e-11, on v 5.1e-11
cluster 135 sites, lmax=2, eps=0.2 Ha: max|aS(k) cluster - Ewald|=7.2e-04 bohr
 distance 4.950 bohr: |aS|=1.851e+00 bohr, bare |JBJ|=2.138e-01 1/bohr
 distance 7.000 bohr: |aS|=1.379e-01 bohr, bare |JBJ|=1.464e-01 1/bohr
 distance 8.573 bohr: |aS|=2.658e-02 bohr, bare |JBJ|=1.184e-01 1/bohr
 distance 9.899 bohr: |aS|=3.045e-02 bohr, bare |JBJ|=1.021e-01 1/bohr
empty lattice: zero of K 0.1409944 Ha, |k+G|^2/2 0.1409943 Ha
empty lattice: zero of K 0.6244035 Ha, |k+G|^2/2 0.6244035 Ha
empty lattice: zero of K 0.7855399 Ha, |k+G|^2/2 0.7855399 Ha
overlap s=3.2, a=1.7 bohr (29.3 %): PW (cutoff 8 1/bohr) -0.839457 Ha
 kink roots: lmax=5 -0.840135, lmax=6 -0.840348, lmax=8 -0.840475 Ha
 PW - kink(lmax=8) 1.018e-03 Ha, change lmax 6->8 -1.27e-04 Ha
 lens integral 1.025e-03 Ha (imaginary part 1e-20 Ha)
\end{verbatim}
